**Log-log slope of a sum of power-law timings**

For T(N) = Σ a_k N^{p_k} with positive coefficients a_k (in seconds), exponents p_k and N basis functions, the local log-log slope is the mean exponent weighted by the time shares w_k = a_k N^{p_k}/T. The program asserts this against finite differences of ln T, and likewise that the slope rises at a rate equal to the variance of the exponents. It also asserts that the least-squares slope equals a kernel average of the local slope, and that the fit underestimates the time beyond the data for 300 random sums. In the serial example the fitted slope is 2.000 although a cubic step is present, and the extrapolation to N = 64000 is too low by a factor of 5.66. With speed-ups of 1, 16 and 4 for the three steps, the fitted slope becomes 1.660 and the factor 29. Further assertions cover the response of the slope to the speed of one step, the two-term crossover, and a cubic step on hardware whose speed saturates with size. A hydrogen chain with Schwarz-screened pairs lies outside the assumptions: its doubling exponents fall from 1.848 to 1.100.

## Verification by program

```python
"""
Result under test: for T(N) = sum_k a_k N**p_k with all a_k > 0, the slope
d ln T / d ln N is the mean of the exponents p_k weighted by the time shares
w_k = a_k N**p_k / T. It rises with N at a rate equal to the variance of the
exponents, so a log-log fit does not give the largest (formal) exponent and
its extrapolation to larger N is too low.
N: number of basis functions; a_k: coefficients in seconds; p_k: exponents.
A hydrogen chain with screened pairs shows a case outside the assumptions.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto

exponents = np.array([1.0, 2.0, 3.0])
serial = np.array([1e-3, 1e-5, 1e-9])
speedups = np.array([1.0, 16.0, 4.0])
parallel = serial / speedups
sizes = np.array([250.0, 500.0, 1000.0, 2000.0, 4000.0])
target = 64000.0


def total_time(n, coef, powers=exponents):
    return sum(c * n**p for c, p in zip(coef, powers))


def shares(n, coef, powers=exponents):
    terms = coef * n**powers
    return terms / terms.sum()


def mean_exponent(n, coef, powers=exponents):
    return float(shares(n, coef, powers) @ powers)


def numerical_slope(time_function, n, h=1e-4):
    up, down = time_function(n * np.exp(h)), time_function(n * np.exp(-h))
    return (np.log(up) - np.log(down)) / (2 * h)


def fit(coef):
    x, y = np.log(sizes), np.log(total_time(sizes, coef))
    slope, intercept = np.polyfit(x, y, 1)
    residual = y - slope * x - intercept
    r_squared = 1 - residual @ residual / np.sum((y - y.mean())**2)
    return slope, intercept, r_squared


print("coefficients a1, a2, a3 (s):", *[f"{c:.0e}" for c in serial])
print("speed-ups of the three steps:", *[f"{s:.0f}" for s in speedups])

# Local slope and its drift, against finite differences of ln T.
for name, coef in (("serial", serial), ("parallel", parallel)):
    print(f"{name}: N, time (s), shares w1 w2 w3, slope, variance")
    for n in np.append(sizes, target):
        w = shares(n, coef)
        alpha = mean_exponent(n, coef)
        variance = float(w @ (exponents - alpha)**2)
        slope = numerical_slope(lambda m: total_time(m, coef), n)
        assert abs(slope - alpha) < 1e-6
        h = 1e-3
        logs = [np.log(total_time(n * np.exp(s), coef)) for s in (-h, 0, h)]
        curvature = (logs[0] - 2 * logs[1] + logs[2]) / h**2
        assert abs(curvature - variance) < 1e-5
        assert alpha < exponents.max()
        print(f"  {n:6.0f} {total_time(n, coef):11.3f}",
              *[f"{v:.3f}" for v in w], f"{alpha:.3f} {variance:.3f}")

# Least-squares slope, against the kernel average of the local slope.
x = np.log(sizes)
centred = x - x.mean()
fitted = {}
for name, coef in (("serial", serial), ("parallel", parallel)):
    slope, intercept, r_squared = fit(coef)
    average, norm = 0.0, 0.0
    for j in range(len(x) - 1):
        kernel = centred[j + 1:].sum() / (centred @ centred)
        assert kernel > 0
        integral = quad(lambda t: mean_exponent(np.exp(t), coef),
                        x[j], x[j + 1])[0]
        average += kernel * integral
        norm += kernel * (x[j + 1] - x[j])
    assert abs(norm - 1) < 1e-12 and abs(average - slope) < 1e-9
    assert mean_exponent(sizes[0], coef) < slope
    assert slope < mean_exponent(sizes[-1], coef)
    predicted = np.exp(intercept + slope * np.log(target))
    actual = total_time(target, coef)
    assert predicted < actual
    fitted[name] = slope
    print(f"{name} fit: slope {slope:.3f}, R squared {r_squared:.5f}")
    print(f"  N = {target:.0f}: fit {predicted:.0f} s, sum {actual:.0f} s,"
          f" ratio {actual / predicted:.2f}")
assert fitted["parallel"] < fitted["serial"]

# Signs of the residuals and of the extrapolation error for random sums.
rng = np.random.default_rng(7)
trials = 300
for _ in range(trials):
    powers = np.sort(rng.choice(np.arange(1.0, 8.0), 3, replace=False))
    coef = 10**rng.uniform(-2, 2, 3) / 1000.0**powers
    y = np.log(total_time(sizes, coef, powers))
    slope, intercept = np.polyfit(x, y, 1)
    residual = y - slope * x - intercept
    assert residual[0] > 0 and residual[-1] > 0 and residual.min() < 0
    for factor in (1.5, 4.0, 16.0):
        n = factor * sizes[-1]
        line = slope * np.log(n) + intercept
        assert np.log(total_time(n, coef, powers)) > line
print(f"random sums with fit too low beyond the data: {trials} of {trials}")

# Response of the slope to the speed of one step.
n = 4000.0
alpha = mean_exponent(n, serial)
for j in range(3):
    h = 1e-3
    values = []
    for sign in (1, -1):
        changed = serial.copy()
        changed[j] *= np.exp(sign * h)
        values.append(numerical_slope(
            lambda m: total_time(m, changed), n))
    derivative = (values[0] - values[1]) / (2 * h)
    formula = shares(n, serial)[j] * (exponents[j] - alpha)
    assert abs(derivative - formula) < 1e-5
    print(f"d slope / d ln a{j + 1} at N = {n:.0f}: {formula:+.3f}")

# Two terms only: equal times, and the size needed for a slope near q.
def two_terms(m):
    return serial[1] * m**2 + serial[2] * m**3


gap = 0.1
crossing = serial[1] / serial[2]
assert abs(numerical_slope(two_terms, crossing) - 2.5) < 1e-6
needed = crossing * (1 / gap - 1)
found = brentq(lambda m: numerical_slope(two_terms, m) - (3 - gap), 1e3, 1e7)
assert abs(found / needed - 1) < 1e-5
print(f"two terms: equal times at N = {crossing:.0f}")
print(f"two terms: slope {3 - gap:.1f} at N = {needed:.0f},"
      f" time {two_terms(needed):.0f} s")

# One cubic step on hardware whose speed saturates with size.
half_size = 500.0
print(f"cubic step, half of full speed at N = {half_size:.0f}:")
for n in (500.0, 1000.0, 4000.0):
    slope = numerical_slope(
        lambda m: 1e-9 * m**3 / (m / (m + half_size)), n)
    assert abs(slope - (3 - half_size / (n + half_size))) < 1e-6
    print(f"  slope at N = {n:.0f}: {slope:.3f}")

# Hydrogen chain: pairs that survive Schwarz screening, counted directly.
hartree_ev = physical_constants["Hartree energy in eV"][0]
spacing, threshold_ev, longest = 1.0, 1e-8, 64
chain = gto.M(atom=[("H", (0.0, 0.0, spacing * i)) for i in range(longest)],
              basis="sto-3g", unit="Angstrom", verbose=0)
schwarz = np.zeros((longest, longest))
for i in range(longest):
    for j in range(i, longest):
        value = chain.intor_by_shell("int2e", (i, j, i, j)).item()
        schwarz[i, j] = schwarz[j, i] = np.sqrt(abs(value))
block = chain.intor("int2e", shls_slice=(0, 8) * 4).reshape(8, 8, 8, 8)
bound = np.einsum("ij,kl->ijkl", schwarz[:8, :8], schwarz[:8, :8])
assert np.all(np.abs(block) <= bound * (1 + 1e-8) + 1e-14)
kept = schwarz * schwarz.max() * hartree_ev >= threshold_ev
separation = np.abs(np.subtract.outer(np.arange(longest), np.arange(longest)))
reach = int(separation[kept].max())
assert np.array_equal(kept, separation <= reach)
print(f"H chain: spacing {spacing:.1f} angstrom, cut {threshold_ev:.0e} eV")
print(f"largest repulsion integral: {schwarz.max()**2 * hartree_ev:.3f} eV")
print(f"pairs survive to {reach} neighbours, {reach * spacing:.1f} angstrom")
lengths = [4, 8, 16, 32, 64]
counts = [int(np.triu(kept[:m, :m]).sum()) for m in lengths]
for m, count in zip(lengths, counts):
    if m > reach:
        assert count == (reach + 1) * (2 * m - reach) // 2
doubling = np.log2(np.array(counts[1:]) / np.array(counts[:-1]))
assert doubling[1] > doubling[2] > doubling[3] > 1
print("atoms:", *lengths)
print("surviving pairs:", *counts)
print("doubling exponents:", *[f"{d:.3f}" for d in doubling])

print("all good")
```

Output:

```
coefficients a1, a2, a3 (s): 1e-03 1e-05 1e-09
speed-ups of the three steps: 1 16 4
serial: N, time (s), shares w1 w2 w3, slope, variance
     250       0.891 0.281 0.702 0.018 1.737 0.229
     500       3.125 0.160 0.800 0.040 1.880 0.186
    1000      12.000 0.083 0.833 0.083 2.000 0.167
    2000      50.000 0.040 0.800 0.160 2.120 0.186
    4000     228.000 0.018 0.702 0.281 2.263 0.229
   64000  303168.000 0.000 0.135 0.865 2.864 0.118
parallel: N, time (s), shares w1 w2 w3, slope, variance
     250       0.293 0.853 0.133 0.013 1.160 0.161
     500       0.688 0.727 0.227 0.045 1.318 0.308
    1000       1.875 0.533 0.333 0.133 1.600 0.507
    2000       6.500 0.308 0.385 0.308 2.000 0.615
    4000      30.000 0.133 0.333 0.533 2.400 0.507
   64000   68160.000 0.001 0.038 0.962 2.961 0.040
serial fit: slope 2.000, R squared 0.99864
  N = 64000: fit 53516 s, sum 303168 s, ratio 5.66
parallel fit: slope 1.660, R squared 0.98636
  N = 64000: fit 2351 s, sum 68160 s, ratio 29.00
random sums with fit too low beyond the data: 300 of 300
d slope / d ln a1 at N = 4000: -0.022
d slope / d ln a2 at N = 4000: -0.185
d slope / d ln a3 at N = 4000: +0.207
two terms: equal times at N = 10000
two terms: slope 2.9 at N = 90000, time 810000 s
cubic step, half of full speed at N = 500:
  slope at N = 500: 2.500
  slope at N = 1000: 2.667
  slope at N = 4000: 2.889
H chain: spacing 1.0 angstrom, cut 1e-08 eV
largest repulsion integral: 21.078 eV
pairs survive to 8 neighbours, 8.0 angstrom
atoms: 4 8 16 32 64
surviving pairs: 10 36 108 252 540
doubling exponents: 1.848 1.585 1.222 1.100
all good
```
